# The Kink in a Precursor's Vapour-Pressure Plot at Melting

Q: I have a solid precursor that melts near room temperature. When I plot $\ln p$ against $1/T$, where $p$ is its vapour pressure, I see one nearly straight line for the solid, another for the liquid, and a bend between them. Before you interpret the bend, tell me what fixes the slope of either line.

A: Equilibrium between the condensed phase and its vapour. Let $c$ stand for the solid or the liquid and $g$ for the vapour, and take a pure substance with no other gas present. At equilibrium the molar chemical potentials are equal, $\mu_c(T,p)=\mu_g(T,p)$. Both must change by the same amount when we move along the vapour-pressure curve. For a pure phase $d\mu=-S\,dT+V\,dp$, with $S$ and $V$ the molar entropy and volume, so

$$-S_c\,dT+V_c\,dp=-S_g\,dT+V_g\,dp .$$

Collecting terms gives

$$\frac{dp}{dT}=\frac{S_g-S_c}{V_g-V_c}.$$

Since $\mu=H-TS$ in each phase, equal chemical potentials mean $H_g-H_c=T(S_g-S_c)$. Writing $\Delta H_c=H_g-H_c$ for the heat needed to evaporate one mole,

$$\frac{dp}{dT}=\frac{\Delta H_c}{T(V_g-V_c)} .$$

Q: That is a slope of $p$ against $T$. My axes are different.

A: From $d(1/T)=-dT/T^2$ we have $dT/d(1/T)=-T^2$. The slope on your plot, which I call $s_c$, is therefore

$$s_c=\frac{d\ln p}{d(1/T)}=\frac{1}{p}\frac{dp}{dT}\,(-T^2)=-\frac{T\,\Delta H_c}{p\,(V_g-V_c)} .$$

Define the dimensionless number $\Delta Z_c=p(V_g-V_c)/(RT)$, with $R$ the gas constant. Then $p(V_g-V_c)=RT\,\Delta Z_c$, and

$$s_c=-\frac{\Delta H_c}{R\,\Delta Z_c}.$$

No approximation has been made yet. If the vapour is ideal, $V_g=RT/p$, and if $V_c$ is negligible beside $V_g$, then $\Delta Z_c=1$ and $s_c=-\Delta H_c/R$. The minus sign says that pressure rises on heating, which is motion to the left on your axis.

Q: So the solid has a slope set by sublimation and the liquid one set by vaporization. How do you compare them? They belong to different temperatures.

A: They share one point, the triple point, at temperature $T_t$ and pressure $p_t$. Solid, liquid and vapour coexist there, so the two curves meet and the pressure does not jump. At that common temperature and pressure we can turn solid into vapour directly, or melt it first and then evaporate the liquid. Enthalpy is a state function, so both routes need the same heat:

$$\Delta H_{\rm sub}=\Delta H_{\rm fus}+\Delta H_{\rm vap}.$$

Subtracting the two slopes,

$$s_{\rm liquid}-s_{\rm solid}=-\frac{\Delta H_{\rm vap}}{R}+\frac{\Delta H_{\rm sub}}{R}=+\frac{\Delta H_{\rm fus}}{R}.$$

The vapour's enthalpy has cancelled. On warming through melting the slope becomes less negative, so the line becomes less steep. If you plot $\log_{10}p$, divide the jump by $\ln 10$, because $\log_{10}p=\ln p/\ln 10$.

Q: This is all bookkeeping with enthalpies. Would a calculation that starts from molecules give the same bend?

A: Yes, and it shows where the bend comes from. Suppose each condensed molecule sits independently in a well with energy levels $E_i$, and neglect the condensed volume. With $k$ the Boltzmann constant and $z_c=\sum_i e^{-E_i/kT}$, the chemical potential per molecule is $-kT\ln z_c$. That of the ideal vapour is $kT\ln[p/p_0(T)]$, where $p_0(T)$ depends on the gas alone. Equating them gives

$$\ln p=\ln p_0(T)-\ln z_c .$$

Differentiating the sum brings down a factor $-E_i/k$ in each term, so $d\ln z_c/d(1/T)=-\langle E\rangle_c/k$, where the brackets denote the thermal average. The term in $p_0$ is common to both phases, and the jump is

$$s_{\rm liquid}-s_{\rm solid}=\frac{\langle E\rangle_{\rm liquid}-\langle E\rangle_{\rm solid}}{k}.$$

With negligible condensed volume this energy difference is the heat of fusion per molecule.

I tested this on a model in which energies are divided by $k$ and quoted in kelvin. The solid is a three-dimensional oscillator whose lowest level, zero-point energy included, lies 8200 K below a molecule at rest in vacuum, with a level spacing of 60 K. The liquid has its lowest level only 6500 K below, a softer spacing of 12 K, and four extra molecular conformations 400 K above the lowest. The two phases coexist at 317 K. The jump found by numerical differentiation of $\ln p$ is 1981.71 K, and the difference of the averaged energies is also 1981.71 K.

Q: Give me numbers for something that could sit in a deposition tool.

A: Take round, rough parameters loosely suggested by tetrakis(dimethylamido)hafnium, a source for hafnium oxide films that melts near room temperature: $T_t=300$ K, $p_t=0.10$ Torr, $\Delta H_{\rm vap}=60$ kJ/mol and $\Delta H_{\rm fus}=15$ kJ/mol. They are model values, not measurements. Then $\Delta H_{\rm sub}=75$ kJ/mol, and with $R=8.3145$ J/(mol K)

$$s_{\rm solid}=-\frac{75000}{8.3145}=-9020\ {\rm K},\qquad s_{\rm liquid}=-\frac{60000}{8.3145}=-7216\ {\rm K}.$$

The jump is $15000/8.3145=1804$ K, or $1804/2.3026=783.5$ K on a $\log_{10}$ plot. The slope changes by one fifth of its value for the solid, because fusion supplies one fifth of the sublimation enthalpy.

Q: A change of one fifth sounds harmless. Why not measure the liquid and extend its line down to the storage temperature?

A: Because the difference is exponentiated. If the enthalpies are constant, integrating $d\ln p=-(\Delta H_c/R)\,d(1/T)$ from the triple point gives

$$p_c(T)=p_t\exp\!\left[-\frac{\Delta H_c}{R}\left(\frac1T-\frac1{T_t}\right)\right].$$

Dividing the liquid line by the solid line leaves the difference of the enthalpies in the exponent:

$$\frac{p_{\rm liquid}}{p_{\rm solid}}=\exp\!\left[\frac{\Delta H_{\rm fus}}{R}\left(\frac1T-\frac1{T_t}\right)\right].$$

At 280 K the bracket $1/T-1/T_t$ is $2.381\times10^{-4}$ K$^{-1}$. The exponent is $1804\times2.381\times10^{-4}=0.430$ and the ratio is 1.54. The solid line gives 0.0117 Torr and the extended liquid line 0.0179 Torr, which is 54 percent too high for the solid.

At 350 K, a heated source, the bracket is $-4.762\times10^{-4}$ K$^{-1}$. The liquid line gives 3.11 Torr and the extended solid line 7.34 Torr, too high by a factor of 2.36.

Q: Too high both times? I expected one error in each direction.

A: The stable phase has the lower vapour pressure on both sides. For an ideal vapour $\mu_g$ contains $RT\ln p$, so with negligible condensed volume

$$RT\ln\frac{p_{\rm liquid}}{p_{\rm solid}}=\mu_{\rm liquid}-\mu_{\rm solid}.$$

Below $T_t$ the solid has the lower chemical potential, and above $T_t$ the liquid has. The extended line belongs to the other, metastable phase and lies higher. It does have a physical meaning: if the source supercools and is still liquid at 280 K, its equilibrium pressure in this model is 0.0179 Torr, and it falls to 0.0117 Torr once the source has frozen at that temperature.

Q: Your lines are straight because you held the enthalpies constant. Real ones are not constant.

A: True, and over a wide temperature range this distorts a fitted jump. Let $C$ be the molar heat capacity at constant pressure. Neglecting the small effect of pressure on enthalpy, $d(\Delta H_c)/dT=C_g-C_c$. For constant heat capacities,

$$\Delta H_c(T)=\Delta H_c(T_t)-(C_c-C_g)(T-T_t).$$

Take $C_{\rm solid}-C_g=40$ and $C_{\rm liquid}-C_g=80$ J/(mol K), again rough values. Both heats of evaporation then fall on warming. Integrating $d\ln p/dT=\Delta H_c/(RT^2)$ with the extra term adds to $\ln p$

$$-\frac{C_c-C_g}{R}\int_{T_t}^{T}\frac{T'-T_t}{T'^2}\,dT'=-\frac{C_c-C_g}{R}\left[\ln\frac{T}{T_t}+\frac{T_t}{T}-1\right].$$

For the liquid at 350 K the square bracket is 0.0113, and the term is $-(80/8.3145)\times0.0113=-0.109$. The pressure drops from 3.11 to 2.79 Torr. At 280 K the corresponding correction for the solid is about 1 percent.

Q: Then the difference between my two fitted slopes is not $\Delta H_{\rm fus}/R$ after all.

A: Not if the fits cover wide ranges. The law compares slopes at $T_t$. A straight fit gives roughly the enthalpy at the mean temperature of its data, $\bar T_s$ for the solid and $\bar T_l$ for the liquid. The apparent fusion enthalpy is then

$$\Delta H_{\rm app}\approx\Delta H_{\rm sub}(\bar T_s)-\Delta H_{\rm vap}(\bar T_l).$$

Inserting the linear laws, and noting that $\bar T_s<T_t<\bar T_l$,

$$\Delta H_{\rm app}\approx\Delta H_{\rm fus}+(C_{\rm solid}-C_g)(T_t-\bar T_s)+(C_{\rm liquid}-C_g)(\bar T_l-T_t).$$

With these heat capacities both corrections are positive. For data evenly spaced over 270–300 K and 300–350 K the means are 285 and 325 K, and the estimate is $15+0.040\times15+0.080\times25=17.6$ kJ/mol. Least-squares lines through the model's computed pressures give 17.5 kJ/mol, 17 percent above the true 15. With the ranges cut to 295–300 K and 300–305 K, estimate and fit both give 15.3 kJ/mol, an error of 2 percent.

Q: So I should use the narrow ranges?

A: If your pressure readings allow it. Over 5 K above melting, $1/T$ changes by $5.46\times10^{-5}$ K$^{-1}$, so the jump of 1804 K changes $\ln p$ by 0.099. The whole effect you want to measure is then about 10 percent in pressure, and your relative errors must be well below that. The same holds for temperature: since $d\ln p/dT=-s_c/T^2$, an error of 0.1 K near 300 K already shifts the pressure by about 1 percent. A wide range suffers less from noise but needs the heat-capacity correction.

Q: What about the ideal vapour? You dropped $\Delta Z_c$ rather quickly.

A: Keep the first correction in pressure, $V_g\approx RT/p+B$, where $B$ is the second virial coefficient. Then

$$\Delta Z_c=1+\frac{p\,(B-V_c)}{RT}.$$

Take $B=-3000$ cm$^3$/mol and molar volumes of 320 cm$^3$/mol for the solid and 350 cm$^3$/mol for the liquid. At 0.10 Torr the jump changes by 17 parts per million, which is of no concern. Moving the triple point to 375 Torr, with the other parameters held fixed, makes the jump 6.85 percent larger than $\Delta H_{\rm fus}/R$ with this form of $V_g$; at such a pressure the omitted higher terms matter, so read it as about 7 percent. In that case the numerically computed slopes agreed with $-\Delta H_c/(R\,\Delta Z_c)$ to within one part per million. Low pressure is what makes the simple law good here.

Q: Some precursors form dimers in the vapour. Does a mole still mean the same thing?

A: That can change the result greatly, even at low pressure. Let $p_1$ and $p_2$ be the partial pressures of monomer and dimer, each ideal. Chemical equilibrium gives $p_2=K(T)\,p_1^2$, with the same $K$ above solid and liquid because it concerns the gas alone. Taking logarithms and differentiating,

$$\frac{d\ln p_2}{d(1/T)}=\frac{d\ln K}{d(1/T)}+2\,\frac{d\ln p_1}{d(1/T)}.$$

The total is $p=p_1+p_2$. With $y=p_2/p$, the logarithmic slope of a sum is the weighted mean of the slopes:

$$\frac{d\ln p}{d(1/T)}=(1-y)\frac{d\ln p_1}{d(1/T)}+y\,\frac{d\ln p_2}{d(1/T)}=(1+y)\frac{d\ln p_1}{d(1/T)}+y\,\frac{d\ln K}{d(1/T)}.$$

At the triple point $y$ and the $K$ term are the same for both phases and the latter cancels in the difference. The monomer slope jumps by $\Delta H_{\rm fus}/R$, with the enthalpy per mole of monomer, so the total jumps by

$$(1+y)\,\frac{\Delta H_{\rm fus}}{R}.$$

With no dimers we recover the earlier law. With a wholly dimeric vapour the jump doubles, since each mole of vapour then requires two moles of monomer to be melted. For an illustrative $y=0.238$, numerical differentiation gives 2234 K, which would be misread as a fusion enthalpy of 18.6 kJ/mol instead of 15. The factor $1+y$ is for total pressure. A method that weighs the material carried off by a flowing gas follows $p_1+2p_2$ instead, and the same steps give the larger factor $1+2y/(1+y)$.

Q: My source is not closed under its own vapour. There is carrier gas over it.

A: An inert gas that does not dissolve still presses on the condensed phase. A carrier pressure $P$ raises $\mu_c$ by about $V_cP$, and the vapour must match it. If the gas mixture is ideal, $RT\ln(p'/p)=V_cP$, where $p'$ is the new vapour pressure. For 100 Torr over the liquid at 350 K the rise is 0.16 percent. This counts only the pressure on the liquid. Attraction between carrier and precursor molecules in the gas is left out, and it can raise the vapour pressure by a similar amount. Pressure also moves the melting point. The argument used for $dp/dT$, applied to solid and liquid, gives $dT/dP=T_t(V_{\rm liquid}-V_{\rm solid})/\Delta H_{\rm fus}$. With a volume change of 30 cm$^3$/mol, melting at 1 atm lies 0.06 K above the triple point.

Q: Then how closely does a real hafnium source follow your model?

A: The melting point near room temperature and a heated source at low vapour pressure are typical of this compound. I do not vouch for the chosen fusion enthalpy, vaporization enthalpy, triple-point pressure, heat capacities or virial coefficient. The jump scales directly with the first. The real vapour pressure near melting may well be several times lower than 0.10 Torr and the vaporization enthalpy larger than 60 kJ/mol, so the pressures quoted above must not be used for this compound. In a flowing source, saturation is a further assumption. If the gas leaves with a fraction $\eta$ of the equilibrium pressure, the measured slope gains $d\ln\eta/d(1/T)$. A constant $\eta$ does no harm. If $\eta$ falls by 10 percent between 300 and 350 K, the liquid's mean slope shifts by $\ln 0.9/(-4.762\times10^{-4}\ {\rm K}^{-1})=+221$ K, which adds 12 percent of the true 1804 K to the apparent jump. Volatile impurities are a second danger: a residual 0.01 Torr of another gas would nearly double a total-pressure reading of 0.0117 Torr at 280 K.

Q: Suppose I find a bend where nothing melts. Is the argument useless there?

A: It carries over to a transition between two crystal forms. Both forms share $T$, $p$ and the vapour at their transition, so with the same assumptions the slope jumps by the transition enthalpy divided by $R$. A bend alone therefore does not prove melting. A separate observation of the phase change is needed, and so is a check that saturation and vapour composition did not change at the same temperature. The numerical output below lists the main values used here.

## Computed results

```
MICROSCOPIC MODEL
triple-point temperature: 317.00 K
slope jump from pressures: 1981.71 K
fusion enthalpy/R from level averages: 1981.71 K
EXAMPLE INPUTS (round, rough)
triple point: 300 K, 0.10 Torr
H_vap, H_fus, H_sub: 60, 15, 75 kJ/mol
gas constant: 8.3145 J/(mol K)
C_solid-C_gas, C_liquid-C_gas: 40, 80 J/(mol K)
molar volume solid, liquid: 320, 350 cm3/mol
second virial coefficient: -3000 cm3/mol
SLOPES OF ln p AGAINST 1/T AT THE TRIPLE POINT
solid, -H_sub/R: -9020.4 K
liquid, -H_vap/R: -7216.3 K
jump, H_fus/R: 1804.1 K
jump for log10 p: 783.5 K
jump, numerical, full model: 1804.1 K
PRESSURES, CONSTANT ENTHALPIES
280 K, solid line: 0.0117 Torr
280 K, liquid line: 0.0179 Torr
350 K, solid line: 7.3365 Torr
350 K, liquid line: 3.1073 Torr
280 K, liquid line / solid line: 1.537
350 K, solid line / liquid line: 2.361
NEGLECTED EFFECTS
280 K, solid, full model: 0.0115 Torr
350 K, liquid, full model: 2.7885 Torr
apparent H_fus, fits 270-300 and 300-350 K: 17.52 kJ/mol
  estimate from heat capacities: 17.60 kJ/mol
apparent H_fus, fits 295-300 and 300-305 K: 15.30 kJ/mol
  estimate from heat capacities: 15.30 kJ/mol
jump error, real vapour and volume: 17.1 parts per million
same error at p_t = 375 Torr: 6.85 percent
pressure rise at 350 K, 100 Torr carrier: 0.161 percent
melting shift, triple point to 1 atm: 0.061 K
illustrative dimer pressure fraction: 0.238
jump with these dimers: 2233.6 K
apparent H_fus with these dimers: 18.57 kJ/mol
```
